\section*{Choosing post-collision phonon weights in linearised Monte Carlo heat transport}

\section{The situation and the setting}

Heat leaves the hot side of a semiconductor film 200 nm thick. Some phonons cross without a collision, while others scatter many times. Fourier's law with the bulk conductivity fails when a large part of that conductivity belongs to phonons whose free paths exceed the thickness. A Monte Carlo calculation follows packets of phonon energy instead. Its input is a table of frequencies, velocities and lifetimes, which an electronic-structure calculation of the force constants can supply.

One setting of this transport stage decides from which weights the new mode is drawn when a packet collides. Candidates are the heat capacity $C_i$ of the mode and the ratio $C_i/\tau_i$ of heat capacity to lifetime. Two properties must be kept apart. Energy is conserved because the packet keeps its energy, whatever the weights. The weights $C_i/\tau_i$ make this conserving process solve the intended Boltzmann equation and leave thermal equilibrium undisturbed, without a solution for the local temperature.

\section{The equation and its pseudo-temperature}

Let $i$ label a bin of phonon modes (branch and wave number), with speed $v_i$, lifetime $\tau_i$ and free path $\Lambda_i=v_i\tau_i$. $E_i(T)$ is its equilibrium energy per volume and $C_i=dE_i/dT$ at the reference temperature $T_0$; both include every mode in the bin. Phonons are treated as incoherent particles, scattering is isotropic, and lifetimes are frozen at $T_0$. In the relaxation-time approximation a uniform system obeys
\begin{equation}
\frac{de_i}{dt}=\frac{E_i(T_p)-E_i(T_0)-e_i}{\tau_i},
\label{full}
\end{equation}
where $e_i$ is the energy density of the bin minus $E_i(T_0)$. Collisions conserve the total energy, so the right-hand sides must sum to zero:
\begin{equation}
\sum_i\frac{E_i(T_p)-E_i(T_0)}{\tau_i}=\sum_i\frac{e_i}{\tau_i}.
\label{closure}
\end{equation}
This condition defines the pseudo-temperature $T_p$. Write $\theta_p=T_p-T_0$ and expand $E_i(T_p)-E_i(T_0)=C_i\theta_p+\tfrac12C_i'\theta_p^2+\dots$, with $C_i'=dC_i/dT$. To first order,
\begin{equation}
\theta_p=\frac1W\sum_i\frac{e_i}{\tau_i},\qquad W=\sum_i\frac{C_i}{\tau_i}.
\label{theta}
\end{equation}

The ordinary temperature rise, defined by the energy content, is $\theta=\sum_ie_i/\sum_iC_i$. If $\theta$ replaces $\theta_p$ in the gain term, the total energy changes at the rate
\begin{equation}
\frac{d}{dt}\sum_ie_i=\sum_i\frac{C_i\theta-e_i}{\tau_i}=W(\theta-\theta_p),
\end{equation}
which vanishes if all lifetimes are equal but not in general.

\subsection*{What linearisation costs}

Suppose some bins, the set $H$, are at $T_0+d$ and the others at $T_0$. Then $e_i=C_id+\tfrac12C_i'd^2$ in $H$ to second order. The first-order solution is $\theta_1=(d/W)\sum_{i\in H}C_i/\tau_i$. Inserting $\theta_p=\theta_1+\delta$ in \eqref{closure} and collecting the terms in $d^2$ gives
\begin{equation}
\delta=\frac{1}{2W}\left[d^2\sum_{i\in H}\frac{C_i'}{\tau_i}-\theta_1^2\sum_i\frac{C_i'}{\tau_i}\right].
\end{equation}
Halving $d$ therefore divides the leading error of $\theta_p$ by four. The share of the gain that enters bin $i$ is
\begin{equation}
\frac{(C_i+\frac12C_i'\theta_p)/\tau_i}{\sum_j(C_j+\frac12C_j'\theta_p)/\tau_j}
\simeq p_i\left[1+\frac{\theta_p}{2}\left(\frac{C_i'}{C_i}-\sum_jp_j\frac{C_j'}{C_j}\right)\right],
\label{share}
\end{equation}
where
\begin{equation}
p_i=\frac{C_i/\tau_i}{W}.
\label{rule}
\end{equation}
The error of the shares is of first order. They multiply a gain that is itself of first order, so the error in the equation is of second order.

\section{From the equation to the drawing rule}

Insert \eqref{theta} in the linearised equation:
\begin{equation}
\frac{de_i}{dt}=\frac{C_i}{\tau_i}\,\frac1W\sum_j\frac{e_j}{\tau_j}-\frac{e_i}{\tau_i}
=p_i\sum_j\frac{e_j}{\tau_j}-\frac{e_i}{\tau_i}.
\label{master}
\end{equation}
The pseudo-temperature has been eliminated. What remains is the master equation of a jump process: a packet in mode $j$ collides with probability $dt/\tau_j$ in a time $dt$, and lands in mode $i$ with probability $p_i$. Averaged over many packets of equal energy, this process reproduces \eqref{master}. Packets may carry negative energy where the system is colder than the reference; a collision preserves the sign too.

Now let $q_i$ be any weights with $\sum_iq_i=1$ in place of $p_i$. Summing over $i$ gives
\begin{equation}
\frac{d}{dt}\sum_ie_i=\Big(\sum_iq_i\Big)\sum_j\frac{e_j}{\tau_j}-\sum_i\frac{e_i}{\tau_i}=0 .
\end{equation}
Conservation thus says nothing about the choice of weights. Equilibrium does. In a stationary uniform state $e_i/\tau_i=q_iJ$, with $J=\sum_je_j/\tau_j$, so
\begin{equation}
e_i=J\,q_i\tau_i .
\label{stationary}
\end{equation}
A small uniform temperature rise requires $e_i\propto C_i$, hence $q_i\propto C_i/\tau_i$. With $q_i\propto C_i$ the packets drift to $e_i\propto C_i\tau_i$: energy collects in long-lived modes, although none is lost.

Equation \eqref{stationary} also covers inconsistent tables. If the drawing uses lifetimes $\tau_i^{\rm draw}$ and the collision clock uses $\tau_i$, the stationary energy is proportional to $C_i\tau_i/\tau_i^{\rm draw}$. The two sets must agree up to a common factor for equilibrium to survive.

\section{Transport in the bulk}

After an isotropic collision the new direction is independent of the old one, so the velocity correlation survives as long as no collision has occurred. In equilibrium a packet is in mode $i$ with probability $C_i/C$, where $C=\sum_iC_i$, and the directional average of $v_x^2$ is $v_i^2/3$. The correlation is
\begin{equation}
\phi(s)=\langle v_x(0)v_x(s)\rangle=\sum_i\frac{C_i}{C}\frac{v_i^2}{3}e^{-s/\tau_i}.
\end{equation}
The squared displacement is the double time integral of this function. Each separation $s$ occurs over a time $t-s$ and in two orders, so $\langle x^2\rangle=2\int_0^t(t-s)\phi(s)\,ds$. With
\begin{align}
\int_0^te^{-s/\tau}ds&=\tau(1-e^{-t/\tau}),\\
\int_0^tse^{-s/\tau}ds&=\tau^2-\tau(t+\tau)e^{-t/\tau},
\end{align}
the terms in $t\tau e^{-t/\tau}$ cancel and
\begin{equation}
\langle x^2\rangle=2\sum_i\frac{C_i}{C}\frac{v_i^2}{3}\left[\tau_it-\tau_i^2(1-e^{-t/\tau_i})\right].
\label{msd}
\end{equation}
For $t\ll\tau_i$ the bracket tends to $t^2/2$, which is free flight. For $t$ much longer than all lifetimes, $\langle x^2\rangle\to2Dt$, and the conductivity is
\begin{equation}
\kappa=CD=\frac13\sum_iC_iv_i^2\tau_i .
\end{equation}

\section{The film between two contacts}

Let heat flow along $x$ between contacts at $x=0$ (hot) and $x=L$ (cold), which absorb every arriving phonon and emit thermally. The contacts differ by $\Delta T$. A uniform temperature shift solves the linear problem, so the solution at the cold temperature can be subtracted. The hot contact then emits with rise $\Delta T$ and the cold one emits nothing.

Let $\varepsilon_i(x,\mu)$ be the deviation at direction cosine $\mu$, normalised so that $e_i=\frac12\int_{-1}^1\varepsilon_i\,d\mu$. At the hot contact $\varepsilon_i=C_i\Delta T$ for $\mu>0$, and the emitted flux is
\begin{equation}
\sum_i\frac{v_i}{2}\int_0^1\mu\,C_i\Delta T\,d\mu=G_b\Delta T,\qquad G_b=\frac14\sum_iC_iv_i .
\end{equation}
Emission therefore uses weights $C_iv_i$, which differ from the collision weights. The density of $\mu$ is $2\mu$, with cumulative $\mu^2$, so $\mu=\sqrt R$ for a uniform random number $R$. The free path is $-\Lambda_i\ln R'$, with an independent $R'$. At each collision the mode is drawn from \eqref{rule} and $\mu$ uniformly from $-1$ to $1$. The history ends at a contact. If a fraction $P$ of the packets reaches the cold side, the conductance is
\begin{equation}
G=G_bP,\qquad \kappa_{\rm eff}=GL .
\end{equation}

\subsection*{The pseudo-temperature as an output}

By \eqref{theta}, the energy that collides per time and volume is $W\theta_p$. With $N$ packets, each carries the flux $G_b\Delta T/N$. If $n$ collisions fall in a cell of width $h$, then $W\theta_p=(G_b\Delta T/N)(n/h)$, or
\begin{equation}
\theta_p=\frac{G_b\Delta T}{W}\frac{n}{Nh}.
\label{tally}
\end{equation}
Counting collisions thus yields the temperature that was never solved for.

The mean number of collisions per packet follows. If both contacts are at $\Delta T$, the rise is $\Delta T$ everywhere. By linearity and mirror symmetry, $\theta_p(x)+\theta_p(L-x)=\Delta T$, so the film average is $\Delta T/2$. Summing \eqref{tally} over the cells gives
\begin{equation}
\frac{n_{\rm tot}}{N}=\frac{WL}{2G_b}=\frac{2L}{\bar\Lambda},\qquad
\bar\Lambda=\sum_ip_i\Lambda_i=\frac{4G_b}{W}.
\label{count}
\end{equation}

\subsection*{An explicit solution for comparison}

The steady equation is $\mu\Lambda_i\,\partial_x\varepsilon_i=C_i\theta_p-\varepsilon_i$. With the integrating factor $e^{x/(\Lambda_i\mu)}$, its solution for $\mu>0$ is
\begin{equation}
\frac{\varepsilon_i}{C_i}=\Delta T\,e^{-x/(\Lambda_i\mu)}+\int_0^x\theta_p(x')e^{-(x-x')/(\Lambda_i\mu)}\frac{dx'}{\Lambda_i\mu}.
\end{equation}
For $\mu<0$ there is no contact term, and the integral runs from $x$ to $L$ with $|\mu|$ and $|x-x'|$. Define $\mathcal E_n(z)=\int_0^1\mu^{n-2}e^{-z/\mu}d\mu$. Averaging over directions and inserting the result in \eqref{theta} gives
\begin{equation}
W\theta_p(x)=\sum_i\frac{C_i}{2\tau_i}\left[\Delta T\,\mathcal E_2\!\left(\frac{x}{\Lambda_i}\right)+\int_0^L\theta_p(x')\,\mathcal E_1\!\left(\frac{|x-x'|}{\Lambda_i}\right)\frac{dx'}{\Lambda_i}\right].
\label{integral}
\end{equation}
Multiplying $\varepsilon_i(L,\mu)$ by $v_i\mu/2$ and integrating over $\mu>0$ gives the transmitted flux
\begin{equation}
G\Delta T=\sum_i\frac{C_iv_i}{2}\left[\Delta T\,\mathcal E_3\!\left(\frac{L}{\Lambda_i}\right)+\int_0^L\theta_p(x')\,\mathcal E_2\!\left(\frac{L-x'}{\Lambda_i}\right)\frac{dx'}{\Lambda_i}\right].
\end{equation}
This route solves for the pseudo-temperature; the packet route does not.

\section{A gallium nitride film}

The example has $L=200$ nm, a mean temperature of 300 K and $\Delta T=10$ K. One longitudinal (LA) branch and two transverse (TA) branches have linear dispersion with rough speeds of 8000 and 4100 m/s. The scattering rate is $1/\tau=a\omega^2+b\omega^4$, with $a=2.5\times10^{-17}$ s at 300 K, proportional to temperature, and $b=5\times10^{-45}$ s$^3$. Each branch has 30 wave-number bins. The full numerical output follows the text.

\textbf{Collisions alone.} The LA branch holds 0.2966 of the heat capacity but 0.7133 of $W$. If it is heated by 5 K, the ordinary rise is $5\times0.2966=1.48$ K and the pseudo-temperature rise is $5\times0.7133=3.57$ K. A root search on \eqref{closure} with full Bose energies changes the latter by 0.007 K. Halving the amplitude reduces this error by a factor 3.96 and the error of the gain shares by 1.99, as the expansion predicts.

With all the energy initially in the LA branch, integration with an explicit pseudo-temperature leaves 0.7564 there after 5 ps. Packets give 0.7554, with a standard error of 0.0010. Using the ordinary temperature in the gain leaves 0.625 of the total energy after the same time.

Starting from equilibrium, the LA share after 100 ps is 0.298 with weights $C_i/\tau_i$ and 0.103 with weights $C_i$. Both runs conserve energy; the second destroys equilibrium. With the first rule the mean-square displacement is $26\,846\pm93$ nm$^2$, against $26\,811$ nm$^2$ from \eqref{msd}.

\textbf{The film.} The emitted conductance is $G_b=1058$ MW/m$^2$K and the transmitted fraction is $P=0.3707$, so
\begin{equation}
G=1058\times0.3707=392\ \mathrm{MW/m^2K},
\end{equation}
with a standard error of 0.8. The integral equation gives 393 in the same unit. The effective conductivity is 78 W/mK, against a bulk value of 242 W/mK, and the heat flux is 3.9 GW/m$^2$.

The pseudo-temperature rises above the cold contact, averaged over 20 nm cells, are 8.25, 5.32 and 1.76 K at 10, 90 and 190 nm from packet counts; the integral equation gives 8.25, 5.33 and 1.75 K. Equation \eqref{count} predicts $2\times200/56.49=7.08$ collisions per packet; the count is 7.09.

Bulk diffusion would give $\kappa/L=1211$ MW/m$^2$K, above even the ballistic value. Placing the diffusive and ballistic conductances in series gives $1/(1/1211+1/1058)=565$, still 44\% above the film result, so this estimate from two totals is inadequate here. In the binned model 63\% of the bulk conductivity comes from paths longer than the film. The shortest path is 18 nm. The longest, about 0.3 mm, is set by the lowest wave-number bin: in the continuous model $\tau\to1/(a\omega^2)$ as $\omega\to0$, and the free path has no upper bound. The conductivity stays finite because the number of modes per wave-number interval falls as $\omega^2$.

With the weights changed to $C_i$, and emission and collision rates held fixed, the conductance is 431 MW/m$^2$K, 9.7\% above the integral-equation result. The sign agrees with the mean free path after a collision, which grows from 56 to 191 nm. An error of this size does not reveal itself in the conductance alone.

\section{Guidance for the setting}

\textbf{Weights for isotropic bins.} Choose $C_i/\tau_i$ for collisions and $C_iv_i$ for emission from an absorbing contact. Include the number of modes in each bin in $C_i$, and use the same lifetimes for drawing and for the collision clock.

\textbf{Weights for a table resolved by wave vector.} Here $i$ includes the direction. The same elimination gives collision weights $C_i/\tau_i$, and the drawn wave vector fixes the velocity. The flux emitted along $x$ is $\Delta T\sum C_iv_{i,x}$ over modes with $v_{i,x}>0$, so the emission weights are $C_iv_{i,x}$ for these modes and zero for the others. No separate draw of $\mu$ is made in either case.

\textbf{A check that can fail.} Energy conservation cannot validate the weights. Start a uniform system with occupations proportional to $C_i$, run it for several lifetimes of the dominant modes, and inspect the occupations. A drift beyond statistical noise indicates wrong weights or inconsistent lifetimes.

\textbf{Number of packets.} The transmitted count is binomial, so the relative standard error of $G$ is $\sqrt{(1-P)/(PN)}$. For $N=400\,000$ and $P=0.371$ this is 0.2\%. It does not contain $\Delta T$. When $L$ far exceeds all free paths that matter, $P\propto1/L$, so the required $N$ grows as $L$. By \eqref{count} the collisions per packet also grow as $L$, and the work at fixed relative error grows as $L^2$. In the example this limit is approached slowly: $P$ falls only as $L^{-0.7}$ between 0.2 and 2 $\mu$m, and $\kappa_{\rm eff}$ reaches 69\% of the bulk value at 2 $\mu$m and about 89\% at 20 $\mu$m.

\textbf{Temperature of the table.} Between 295 and 305 K the bulk conductivity of the model falls from 245 to 239 W/mK, about 1.3\% either side of the mean. At 400 K the film conductance is 364 MW/m$^2$K, 7\% lower than at 300 K. The table should belong to the operating temperature.

\section{How far the example represents a real film}

The bulk conductivity of good gallium nitride near room temperature is roughly 200 to 250 W/mK. The model value of 242 lies in that range, and the rough figure allows no finer comparison.

Real contacts reflect some of the phonons. Let each contact reflect a fraction $r$ diffusely. Without internal scattering, entry, any number of double reflections and exit give
\begin{equation}
(1-r)^2\sum_{m=0}^\infty r^{2m}=\frac{(1-r)^2}{1-r^2}=\frac{1-r}{1+r},
\end{equation}
or $1/3$ at $r=0.5$; packets give 0.334. In the 200 nm film this reflectivity lowers the conductance from 392 to 216 MW/m$^2$K, by 45\%. The value of $r$ is an illustration, not a measured property; a real contact needs its own.

Real dispersion is curved. A sine-shaped dispersion with the same sound speeds and scattering coefficients lowers the bulk conductivity to 156 W/mK, by 36\%. The film conductance falls further, by more than half. Curvature slows short-wave phonons most, and these dominate the emission from the contacts, whereas long waves carry a large part of the bulk heat. The film values given here for linear dispersion therefore illustrate the method and do not predict the conductance of a real film. The curvature changes frequencies as well as velocities, and through them heat capacities and scattering rates. All four must therefore come from one consistent table.

Optical modes are left out. With an assumed energy of 70 meV for all nine branches, speed of 1000 m/s and lifetime of 2 ps they would add about 1 W/mK to the bulk conductivity. They would nevertheless hold 91\% of $W$ and so dominate the drawing weights: the film conductance would rise by 2.5\%, to 403 MW/m$^2$K, and the collisions per packet from 7 to 58. The split into branches is crude: three optical branches of real gallium nitride lie well below 70 meV, near 18 and 41 meV at the zone centre, while the linear LA branch of the model reaches 57 meV. Their heat capacity, 1.5 MJ/m$^3$K, exceeds the acoustic 0.8, so they cannot be omitted from a transient calculation.

Raising all sound speeds by 5\% at fixed wave numbers changes the film conductance by 0.1\%. Two main effects oppose each other: faster phonons carry more flux from the contact, since $G_b$ contains $C_iv_i$, but their higher frequencies raise the scattering rates and shorten the free paths. The higher frequencies also lower the heat capacity by 1.1\%, which alone would lower the conductance by 0.9\%. In total $G_b$ rises by 3.6\% and $P$ falls by 3.3\%. The near cancellation belongs to these parameters, and a uniform change of speed is not a full treatment of crystal anisotropy.

The mean emitted wavelength is 0.9 nm, and bins with wavelengths above 20 nm carry 4\% of the bulk conductivity, which supports the particle picture for most of the heat.

The relaxation-time approximation itself has not been sized. It treats every collision as a loss of directional memory, including those that conserve crystal momentum. Where such collisions dominate, the new mode depends on the old one, and a single list of weights $C_i/\tau_i$ no longer describes scattering.

\section*{Calculated quantities}
\begin{verbatim}
Mean temperature: 300 K
Contact temperature difference: 10 K
Film thickness: 200 nm
Lattice constants a, c: 0.319, 0.519 nm
Sound speeds LA, TA: 8000, 4100 m/s
Umklapp coefficient at 300 K: 2.5e-17 s
Defect coefficient: 5e-45 s^3
Bins per branch; largest wave number: 30; 10.899 1/nm
Acoustic heat capacity: 0.805 MJ/m^3/K
Shortest lifetime LA, TA: 2.203, 14.945 ps
Mean free path, min and max: 17.62, 2.956e+05 nm
Mean free path averaged with C/tau: 56.49 nm
Mean free path averaged with C: 190.6 nm
Bulk conductivity: 242.1 W/m/K
Bulk share from paths longer than film: 62.84 %
LA share of C, of C/tau: 0.2966, 0.7133
LA heated by 5.0 K: ordinary temperature rise (linear) 1.4831 K
Same state, pseudo rise linear, nonlinear: 3.56631, 3.57347 K
Pseudo error ratio on halving amplitude: 3.956
Gain-share distance from C/tau law: 0.0006023
Gain-share error ratio on halving amplitude: 1.991
LA energy fraction after 5 ps, explicit, packets: 0.75641, 0.75539 (s.e. 0.00096)
Total energy with ordinary temperature in gain, start = 1: 0.62529
LA share after 100 ps from equilibrium, C/tau rule, C rule: 0.2975, 0.1034
Occupation chi-square (60 bins), C/tau, C rule: 72.0, 167251.0
Mean-square displacement, formula, packets: 26810.6, 26845.8 nm^2 (s.e. 92.8)
Packets, homogeneous and film: 200000, 400000
Ballistic conductance: 1058 MW/m^2/K
Transmitted packet fraction: 0.37074
Mean collisions per film packet: 7.088
Film conductance, packets: 392.23 MW/m^2/K (s.e. 0.81)
Film conductance, integral equation: 393.08 MW/m^2/K
Integral equation with half the cells: 393.14 MW/m^2/K
Effective conductivity, packets: 78.45 W/m/K
Diffusive conductance, bulk/thickness: 1210.7 MW/m^2/K
Heat flux, packets: 3.922 GW/m^2
Film conductance with C-only rule: 431.08 MW/m^2/K
C-only rule error: 9.67 %
Pseudo rise at 10 nm, packets, equation: 8.254, 8.251 K
Pseudo rise at 90 nm, packets, equation: 5.321, 5.326 K
Pseudo rise at 190 nm, packets, equation: 1.759, 1.749 K
Largest profile difference: 0.026 K
Conductance with contact reflectivity 0.5: 216.1 MW/m^2/K
Ballistic-limit ratio with that reflectivity: 0.3342
Bulk conductivity with curved dispersion: 156.1 W/m/K
Optical estimate inputs: 70 meV, 1000 m/s, 2 ps
Optical heat capacity, conductivity: 1.525 MJ/m^3/K, 1.02 W/m/K
Film conductance change for 5% faster sound: 0.111 %
Bulk conductivity at 295, 305 K: 245.31, 239.03 W/m/K
Film conductance at 400 K: 363.87 MW/m^2/K
Mean emitted wavelength: 0.886 nm
Bulk share from wavelengths above film/10: 4.2 %
\end{verbatim}
